# Quadratic Estimators for Linear Response and the Galerkin Shortcut: a program that tests the result

```python
"""
Result under test, for symmetric invertible A and A xs = b:
  J(x) = 2 b.x - x.A x differs from b.A^-1 b by -e.A e, with e = x - xs.
  F(x1,x2) = b1.x2 + x1.b2 - x1.A x2 differs from b1.A^-1 b2 by -e1.A e2.
  A Galerkin solution x in a linear space V has J(x) = b.x.
Example: RHF static polarizability of water, alpha_ij = b_i.A^-1 b_j.
  A = real singlet orbital Hessian (hartree), b = 2 <occupied|r|virtual> (bohr).
All errors are estimate minus reference. Algebra is in atomic units;
printed polarizabilities are volumes in cubic angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from pyscf import gto, scf

bohr = const.physical_constants["Bohr radius"][0] * 1e10
hartree = const.physical_constants["Hartree energy in eV"][0]
volume = bohr**3

# ---------- molecule and reference determinant ----------
bond, angle = 0.96, 104.5
theta = np.radians(angle)
atoms = [["O", (0.0, 0.0, 0.0)],
         ["H", (bond / bohr, 0.0, 0.0)],
         ["H", (bond * np.cos(theta) / bohr, bond * np.sin(theta) / bohr, 0.0)]]
mol = gto.M(atom=atoms, unit="Bohr", basis="aug-cc-pvdz", verbose=0)
position = mol.intor("int1e_r")


def run_scf(field_vector=None, guess=None):
    solver = scf.RHF(mol)
    solver.conv_tol = 1e-11
    solver.conv_tol_grad = 1e-7
    if field_vector is not None:
        h_field = solver.get_hcore() + np.einsum("k,kpq->pq", field_vector, position)
        solver.get_hcore = lambda *args: h_field
    solver.kernel(dm0=guess)
    assert solver.converged
    return solver


mf = run_scf()
density = mf.make_rdm1()
n_occ = mol.nelectron // 2
C = mf.mo_coeff
occ, vir = C[:, :n_occ], C[:, n_occ:]
n_vir = vir.shape[1]
size = n_occ * n_vir

# ---------- response matrix and right-hand sides ----------
eri = mol.intor("int2e")
ovov = np.einsum("pqrs,pi,qa,rj,sb->iajb", eri, occ, vir, occ, vir, optimize=True)
oovv = np.einsum("pqrs,pi,qj,ra,sb->ijab", eri, occ, occ, vir, vir, optimize=True)
gaps = (mf.mo_energy[None, n_occ:] - mf.mo_energy[:n_occ, None]).ravel()
A = (4 * ovov - oovv.transpose(0, 2, 1, 3) - ovov.transpose(0, 3, 2, 1))
A = A.reshape(size, size) + np.diag(gaps)
assert np.allclose(A, A.T, atol=1e-9)
A = 0.5 * (A + A.T)
diagonal = np.diag(A).copy()
bx, by = [2 * (occ.T @ position[k] @ vir).ravel() for k in (0, 1)]
eigenvalues, eigenvectors = np.linalg.eigh(A)
assert eigenvalues[0] > 0
sol_x, sol_y = np.linalg.solve(A, bx), np.linalg.solve(A, by)
alpha_xx, alpha_yy, alpha_xy = bx @ sol_x, by @ sol_y, bx @ sol_y


def J(x, b, M=A):
    return 2 * b @ x - x @ M @ x


def F(x1, x2, b1, b2, M=A):
    return b1 @ x2 + x1 @ b2 - x1 @ M @ x2


# ---------- polarizability from self-consistent finite-field dipoles ----------
field_v_per_angstrom = 0.05
field = field_v_per_angstrom * bohr / hartree
finite_field = np.zeros((2, 2))
for j in (0, 1):
    dipoles = []
    for sign in (1, -1):
        vector = np.zeros(3)
        vector[j] = sign * field
        dm = run_scf(vector, density).make_rdm1()
        dipoles.append([-np.sum(dm * position[i]) for i in (0, 1)])
    finite_field[:, j] = (np.array(dipoles[0]) - np.array(dipoles[1])) / (2 * field)
response = np.array([[alpha_xx, alpha_xy], [alpha_xy, alpha_yy]])
assert np.allclose(finite_field, response, atol=3e-3)  # cubic response in the field

# ---------- J as second-order energy of an explicitly rotated determinant ----------
guess_x, guess_y = bx / diagonal, by / diagonal


def rotated_energy(strength):
    kappa = (-0.5 * strength * guess_x).reshape(n_occ, n_vir)
    generator = np.zeros((C.shape[1], C.shape[1]))
    generator[n_occ:, :n_occ] = kappa.T
    generator[:n_occ, n_occ:] = -kappa
    rotated = (C @ expm(generator))[:, :n_occ]
    dm = 2 * rotated @ rotated.T
    h = mf.get_hcore() + strength * position[0]
    return mf.energy_elec(dm, h, mf.get_veff(mol, dm))[0]


curvature = (rotated_energy(field) + rotated_energy(-field)
             - 2 * rotated_energy(0.0)) / field**2
J_energy = -curvature
assert abs(J_energy - J(guess_x, bx)) < 3e-3  # quartic term of the energy

# ---------- linear and quadratic error laws ----------
dx, dy = guess_x - sol_x, guess_y - sol_y
scaling = []
for t in (1.0, 0.1, 0.01):
    x, y = sol_x + t * dx, sol_y + t * dy
    row = [t, bx @ x - alpha_xx, J(x, bx) - alpha_xx,
           bx @ y - alpha_xy, F(x, y, bx, by) - alpha_xy]
    assert np.isclose(row[2], -(x - sol_x) @ A @ (x - sol_x), rtol=1e-6, atol=1e-11)
    assert np.isclose(row[4], -(x - sol_x) @ A @ (y - sol_y), rtol=1e-6, atol=1e-11)
    scaling.append(row)
scaling = np.array(scaling)
assert np.allclose(scaling[:-1, 2] / scaling[1:, 2], 100, rtol=1e-4)
assert np.allclose(scaling[:-1, 4] / scaling[1:, 4], 100, rtol=1e-4)
polarized = (J(guess_x + guess_y, bx + by) - J(guess_x - guess_y, bx - by)) / 4
assert np.isclose(polarized, F(guess_x, guess_y, bx, by), atol=1e-10)
guess_residual = bx - A @ guess_x
residual_bound = guess_residual @ guess_residual / eigenvalues[0]
assert 0 <= alpha_xx - J(guess_x, bx) <= residual_bound

# ---------- indefinite matrix: quadratic error without a fixed sign ----------
shifted = A - 0.5 * (eigenvalues[0] + eigenvalues[1]) * np.eye(size)
shifted_solution = np.linalg.solve(shifted, bx)
side = [J(shifted_solution + 0.1 * eigenvectors[:, k], bx, shifted)
        - bx @ shifted_solution for k in (0, -1)]
assert side[0] > 0 > side[1]
trial_direction = np.array([1.0, 1.0]) / np.sqrt(2)
assert abs(trial_direction @ np.diag([1.0, -1.0]) @ trial_direction) < 1e-14

# ---------- nonsymmetric matrix: a left and a right solution are needed ----------
rng = np.random.default_rng(7)
N = 4 * np.eye(6) + 0.5 * rng.normal(size=(6, 6))
left_b, right_b = rng.normal(size=6), rng.normal(size=6)
right, left = np.linalg.solve(N, right_b), np.linalg.solve(N.T, left_b)
direction = (N - N.T) @ right
direction /= np.linalg.norm(direction)
two_vector, one_vector = [], []
for t in (1e-3, 1e-4):
    two_vector.append(F(left + t * direction, right + t * direction, left_b, right_b, N)
                      - left_b @ np.linalg.inv(N) @ right_b)
    one_vector.append(J(right + t * direction, right_b, N) - right_b @ right)
ratio_two = two_vector[0] / two_vector[1]
ratio_one = one_vector[0] / one_vector[1]
assert abs(ratio_two - 100) < 0.1   # rounding of differences near 1e-8
assert abs(ratio_one - 10) < 0.5    # small quadratic remainder


# ---------- Galerkin projection and conjugate gradients ----------
def krylov(b, count):
    vectors = [b / diagonal]
    vectors[0] = vectors[0] / np.linalg.norm(vectors[0])
    while len(vectors) < count:
        new = (A @ vectors[-1]) / diagonal
        for _ in range(2):
            for v in vectors:
                new = new - v * (v @ new)
        vectors.append(new / np.linalg.norm(new))
    return np.array(vectors).T


def galerkin(V, b):
    return V @ np.linalg.solve(V.T @ A @ V, V.T @ b)


def conjugate_gradient(b, start, steps):
    x = start.copy()
    r = b - A @ x
    z = r / diagonal
    p, rz = z.copy(), r @ z
    for _ in range(steps):
        Ap = A @ p
        step = rz / (p @ Ap)
        x = x + step * p
        r = r - step * Ap
        z = r / diagonal
        rz_new = r @ z
        p = z + (rz_new / rz) * p
        rz = rz_new
    return x


uncoupled = bx / gaps
table, started = [], []
for k in range(1, 11):
    Vx, Vy = krylov(bx, k), krylov(by, k)
    x, y = galerkin(Vx, bx), galerkin(Vy, by)
    ex, ey = x - sol_x, y - sol_y
    assert np.allclose(x, conjugate_gradient(bx, 0 * bx, k), atol=1e-8)
    assert np.isclose(bx @ x, J(x, bx), atol=1e-10)
    assert np.isclose(bx @ x - alpha_xx, -ex @ A @ ex, rtol=1e-5, atol=1e-11)
    separate = F(x, y, bx, by) - alpha_xy
    assert abs(separate) <= np.sqrt((ex @ A @ ex) * (ey @ A @ ey)) + 1e-11
    shared = np.linalg.qr(np.hstack([Vx, Vy]))[0]
    xs, ys = galerkin(shared, bx), galerkin(shared, by)
    assert np.isclose(bx @ ys, F(xs, ys, bx, by), atol=1e-10)
    assert np.isclose(bx @ ys, xs @ by, atol=1e-10)
    relative = np.sqrt((ex @ A @ ex) / alpha_xx)
    table.append([k, relative, bx @ x - alpha_xx, bx @ y - alpha_xy,
                  separate, bx @ ys - alpha_xy])
    w = conjugate_gradient(bx, uncoupled, k)
    residual = bx - A @ w
    assert np.isclose(w @ residual, uncoupled @ residual, atol=1e-9)
    started.append([k, bx @ w - alpha_xx, uncoupled @ residual, J(w, bx) - alpha_xx])
table, started = np.array(table), np.array(started)
assert np.all(np.diff(table[:, 2]) > -1e-11)


def mean_ratio(numerator, denominator):
    return np.exp(np.mean(np.log(np.abs(numerator) / np.abs(denominator))))


gain_separate = mean_ratio(table[4:9, 3], table[4:9, 4])
gain_shared = mean_ratio(table[4:9, 3], table[4:9, 5])
gain_started = mean_ratio(started[3:8, 1], started[3:8, 3])
assert gain_separate > 5 and gain_shared > 5 and gain_started > 3

# ---------- output ----------
print(f"O-H length {bond:.2f} angstrom, H-O-H angle {angle:.1f} degree")
print(f"basis functions {C.shape[0]}, occupied {n_occ}, virtual {n_vir}, unknowns {size}")
print(f"lowest, highest eigenvalue of A: {eigenvalues[0]*hartree:.3f}, "
      f"{eigenvalues[-1]*hartree:.1f} eV")
print(f"finite field strength {field_v_per_angstrom:.3f} V/angstrom")
for name, value, check in (("xx", alpha_xx, finite_field[0, 0]),
                           ("yy", alpha_yy, finite_field[1, 1]),
                           ("xy", alpha_xy, finite_field[0, 1])):
    print(f"alpha_{name}: response {value*volume:.5f}, finite field "
          f"{check*volume:.5f} angstrom^3; response {value:.4f} a.u.")
print("Diagonal guess x = b/diag(A), xx component, angstrom^3:")
print(f"  b.x {bx@guess_x*volume:.5f}, J {J(guess_x,bx)*volume:.5f}, "
      f"J from rotated energies {J_energy*volume:.5f}")
print(f"  error bound |r|^2/lambda_min {residual_bound*volume:.5f}")
print("Errors with guess error scaled by t, angstrom^3:")
print("  t, b.x (xx), J (xx), b1.x2 (xy), F (xy)")
for row in scaling:
    print(f"  {row[0]:.2f} " + " ".join(f"{v*volume:+.3e}" for v in row[1:]))
print("Indefinite shifted A, errors of J for two trial errors, angstrom^3:")
print(f"  {side[0]*volume:+.3e} {side[1]*volume:+.3e}")
print("Nonsymmetric model, error ratio when t falls tenfold (no unit):")
print(f"  two-vector form {ratio_two:.2f}, one-vector form {ratio_one:.2f}")
print("Krylov-Galerkin, k vectors per right-hand side; errors in angstrom^3:")
print("  k, relative A-norm error of x (no unit), b.x (xx),")
print("  xy: b1.x2 own space, F separate spaces, b1.x2 shared space")
for row in table[[0, 1, 3, 5, 7, 9]]:
    print(f"  {int(row[0]):2d} {row[1]:.2e} "
          + " ".join(f"{v*volume:+.2e}" for v in row[2:]))
print("Conjugate gradients from x0 = b/gaps, xx, angstrom^3:")
print("  k, error of b.x, correction x0.r, error of J")
for row in started[[1, 3, 5, 7]]:
    print(f"  {int(row[0]):2d} " + " ".join(f"{v*volume:+.2e}" for v in row[1:]))
print("Geometric-mean error ratios (no unit):")
print(f"  b1.x2 own space / F separate, k=5-9: {gain_separate:.1f}")
print(f"  b1.x2 own space / shared space, k=5-9: {gain_shared:.1f}")
print(f"  nonzero start, b.x / J, k=4-8: {gain_started:.1f}")
print("every check passed")
```

It prints:

```
O-H length 0.96 angstrom, H-O-H angle 104.5 degree
basis functions 41, occupied 5, virtual 36, unknowns 180
lowest, highest eigenvalue of A: 8.854, 654.4 eV
finite field strength 0.050 V/angstrom
alpha_xx: response 1.29086, finite field 1.29087 angstrom^3; response 8.7112 a.u.
alpha_yy: response 1.25359, finite field 1.25360 angstrom^3; response 8.4596 a.u.
alpha_xy: response -0.07206, finite field -0.07206 angstrom^3; response -0.4863 a.u.
Diagonal guess x = b/diag(A), xx component, angstrom^3:
  b.x 1.46065, J 1.17547, J from rotated energies 1.17547
  error bound |r|^2/lambda_min 0.76162
Errors with guess error scaled by t, angstrom^3:
  t, b.x (xx), J (xx), b1.x2 (xy), F (xy)
  1.00 +1.698e-01 -1.154e-01 -1.608e-02 -1.232e-02
  0.10 +1.698e-02 -1.154e-03 -1.608e-03 -1.232e-04
  0.01 +1.698e-03 -1.154e-05 -1.608e-04 -1.232e-06
Indefinite shifted A, errors of J for two trial errors, angstrom^3:
  +4.180e-05 -3.511e-02
Nonsymmetric model, error ratio when t falls tenfold (no unit):
  two-vector form 100.00, one-vector form 9.97
Krylov-Galerkin, k vectors per right-hand side; errors in angstrom^3:
  k, relative A-norm error of x (no unit), b.x (xx),
  xy: b1.x2 own space, F separate spaces, b1.x2 shared space
   1 2.31e-01 -6.88e-02 -1.38e-03 -1.11e-02 -1.11e-02
   2 7.31e-02 -6.90e-03 -1.38e-02 -1.83e-03 -3.00e-03
   4 2.98e-03 -1.15e-05 -1.11e-03 -3.01e-06 -4.50e-06
   6 1.10e-04 -1.55e-08 -4.59e-05 -8.82e-10 -2.18e-10
   8 2.10e-06 -5.71e-12 -6.79e-07 +1.30e-12 -4.22e-14
  10 1.87e-08 -7.90e-16 +3.09e-09 -2.71e-16 -4.11e-17
Conjugate gradients from x0 = b/gaps, xx, angstrom^3:
  k, error of b.x, correction x0.r, error of J
   2 -2.53e-03 +1.95e-03 -5.81e-04
   4 -3.21e-04 +3.20e-04 -1.16e-06
   6 +4.95e-06 -4.95e-06 -8.11e-10
   8 +2.52e-08 -2.52e-08 -5.25e-13
Geometric-mean error ratios (no unit):
  b1.x2 own space / F separate, k=5-9: 49534.2
  b1.x2 own space / shared space, k=5-9: 586701.0
  nonzero start, b.x / J, k=4-8: 2128.3
every check passed
```
